Avrami exponent and switched fraction from a ferroelectric current peak

**Question**

I am working on an exercise about polarization switching in a ferroelectric capacitor. A voltage step is applied, and the switching current rises, passes through a maximum and decays. The transient is said to follow the Kolmogorov-Avrami-Ishibashi (KAI) law, and

(peak current) × (peak time) = 0.607 × (total switched charge).

I am asked for the Avrami exponent and the fraction of the film switched at the peak. No characteristic time is given, so I seem to have one equation for two unknowns. I also assumed that half the film has switched when the current is largest, but I cannot justify that. How do I get both answers, and would the method work on a real hafnia capacitor?

**Answer**

The characteristic time drops out of the product you were given, so one equation is enough. The assumption of half switching has to go, because the position of the peak follows from the law itself. On a real hafnia capacitor the same arithmetic returns a number whenever the switching current has a peak, but that number is an Avrami exponent only if the film really follows the KAI law, which a polycrystalline film may not do.

**What the law says**

Let c(t) be the fraction of the switchable polarization that has reversed by time t after an ideal voltage step. The KAI law is

c(t) = 1 − exp[−(t/t₀)ⁿ],

with a constant characteristic time t₀ and a constant Avrami exponent n.

It comes from a counting argument. Suppose nuclei appear at random, independently of each other, and their domains grow at constant speed v. Let the region be much larger than the distance a wall travels during switching, so that its edges can be ignored. A point is still unswitched at time t if no nucleus could have reached it by then. If the expected number of such nuclei is M(t), Poisson statistics give the probability exp(−M) for none. Nuclei placed in already switched material may be counted too: their domains grow no faster than the domain that covers them, so they never switch a point earlier.

Two cases matter here.

1. Nuclei are present from the start, N per unit area, and grow as discs. Those within a distance vt have reached the point, so M = Nπv²t².

2. Nuclei form on a line at a constant rate J per unit length and time, and grow both ways. One born at time s reaches the point if it lies within v(t − s) on either side, so

M = ∫₀ᵗ 2Jv(t − s) ds = Jvt².

Both have n = 2. As a test, 100 000 points were sampled for each mechanism and compared with the n = 2 law at five times between 0.3t₀ and 2t₀. The largest deviations in switched fraction were 0.0012 and 0.0027.

**The current and its peak**

Let Q be the total switched charge. For complete reversal from −Pr to +Pr on an electrode of area A, it is Q = 2PrA. Linear dielectric charge and leakage are taken to have been subtracted. The switching current is

i = Q dc/dt.

Define x = (t/t₀)ⁿ. Then c = 1 − e⁻ˣ, so dc/dt = e⁻ˣ dx/dt. Differentiating the power gives dx/dt = nx/t. Hence

i = Q n x e⁻ˣ / t,

or, after multiplying by t,

i t = Q n x e⁻ˣ.

To find the maximum of i, take the logarithm of the current:

ln i = ln(Qn) + ln x − x − ln t.

Differentiate with respect to ln t. Since ln x = n ln t − n ln t₀, the second term gives n. Since dx/d(ln t) = nx, the third gives −nx. The last gives −1. Therefore

d(ln i)/d(ln t) = n − 1 − nx.

For n > 1 this is positive at small x and negative at large x, so the current has one maximum, at

xₘ = (n − 1)/n.

For n ≤ 1 the derivative is negative at every t > 0. The current then falls from the start, and there is no interior peak to analyse.

Insert xₘ into the expression for i t. The factor nxₘ equals n − 1, so

iₘtₘ/Q = (n − 1) exp[−(n − 1)/n] ≡ g(n).

The time t₀ has cancelled. A slower transient has a later peak and, in the same proportion, a lower one.

**Solving for n**

Try n = 2:

g(2) = (2 − 1) exp(−1/2) = 0.6065,

which rounds to 0.607. To see whether another exponent could give the same number, write

ln g = ln(n − 1) − 1 + 1/n.

Its derivative is

d(ln g)/dn = 1/(n − 1) − 1/n² = (n² − n + 1)/[n²(n − 1)].

The numerator is (n − 1/2)² + 3/4, which is positive, and so is the denominator for n > 1. Thus g rises steadily. It starts from zero as n → 1 and grows without bound as n → ∞, because the exponential tends to 1/e while n − 1 keeps growing. Each positive ratio therefore belongs to one exponent.

Taking 0.607 literally gives n = 2.0010. A value that rounds to 0.607 allows n from 1.9999 to 2.0021, so the datum is consistent with **n = 2**.

**The fraction switched at the peak**

Put xₘ into c = 1 − e⁻ˣ:

cₘ = 1 − exp[−(n − 1)/n].

For n = 2,

cₘ = 1 − exp(−1/2) = **0.393**.

About 39% of the switchable polarization has reversed at the peak, and about 61% is still to come. Your half-switched condition would require (n − 1)/n = ln 2, or n = 1/(1 − ln 2), which lies between 3 and 4. As n → 1 the peak moves to zero time and zero switched fraction. As n → ∞ the fraction at the peak tends to 1 − 1/e.

There is a second way to read the same transient. The unswitched fraction at the peak is exp[−(n − 1)/n], so

iₘtₘ = (n − 1) Q(1 − cₘ).

Here Q(1 − cₘ) is the area under the current curve after the peak. Dividing by it gives

n = 1 + iₘtₘ/(charge after the peak).

For n = 2 the product of peak current and peak time equals the charge still to be switched. That is why 0.607 appears both as your ratio and as the unswitched fraction; for another n the two numbers differ.

**Numbers for a hafnia capacitor**

Take a hafnium-zirconium oxide film 10 nm thick with a 10 µm × 10 µm electrode, driven at 3.0 V. The field is 3.0 MV/cm. Let 2Pr = 40 µC/cm² and t₀ = 1.00 µs. The area is 10⁻⁶ cm², so

Q = 40 µC/cm² × 10⁻⁶ cm² = 40.0 pC.

With n = 2, xₘ = 1/2 and

tₘ = t₀/√2 = 0.707 µs.

Since 1 pC/µs is 1 µA,

iₘ = 0.6065 × 40.0 pC / 0.707 µs = 34.3 µA.

The charge switched before the peak is 0.3935 × 40.0 = 15.74 pC, leaving 24.26 pC. The second formula gives n = 1 + 24.26/24.26 = 2, as it should.

The definition of Q matters. Using Pr in place of 2Pr doubles the ratio and gives an apparent n of 3.47. Leaving the linear dielectric charge in Q has the opposite effect. With a relative permittivity of 30 the capacitance is 2.66 pF and the extra charge 7.97 pC. The ratio becomes 24.26/47.97, and n appears to be 1.79.

For small errors near n = 2, d(ln g)/dn = 1 − 1/4 = 0.75. A 5% relative error in the ratio therefore shifts n by about 0.05/0.75 = 0.067.

**How far to trust this in a real film**

The thickness, field, polarization and permittivity above are rough typical values for such films. The time of 1 µs is a chosen value, on the slow side for this field. Two assumptions are in doubt in a polycrystalline film, a single t₀ and unhindered growth: grains can see different local fields, and grain boundaries can stop domain walls. To size the first effect, let t₀ ∝ exp(Eₐ/E), with a rough activation field Eₐ = 10 MV/cm. Let independent regions each keep n = 2, but give their fields a Gaussian spread about 3.0 MV/cm. Analysing the summed current as if it were one KAI transient gives:

- 5% standard deviation: ratio 0.568, apparent n = 1.92, fraction at the peak 0.370
- 10%: ratio 0.486, apparent n = 1.74, fraction 0.320
- 15%: ratio 0.405, apparent n = 1.59, fraction 0.269

A low fitted exponent therefore need not mean growth in fewer dimensions. The second formula does not expose the problem clearly: at 15% spread it gives 1.55, close to the 1.59 from the ratio. Compare the whole curve with the KAI form before interpreting n. A clear misfit means that the measured transient is not a simple KAI curve, although a large series resistance can cause this even if the film obeys the law at constant voltage. Conversely, a good fit does not prove a single t₀, because a narrow spread changes the shape of c(t) very little: for the 5% field spread above, a KAI curve with a single t₀ and with n also fitted (it comes out near 1.9) stays within 0.01 of the switched fraction. These spreads are illustrations, not measured values, and wall stopping at grain boundaries is not included.

Series resistance matters less in this example. With 1.0 kΩ, the RC time is 2.66 ns, far below tₘ. For fixed nuclei growing in a plane, with wall speed following the film voltage through the same exponential law, the voltage drop at the peak is 33 mV. The peak moves to 0.730 µs, the ratio to 0.603 and the apparent n to 1.99. This does not carry over to much faster switching. At t₀ = 10 ns the ideal peak current would be a hundred times larger and would need 3.43 V across the resistor, more than the 3.0 V supplied. The circuit would then shape the transient, and the peak formula could not be used.

For a single t₀, the remaining corrections are smaller or leave the ratio alone:

- A rough leakage density of 0.01 A/cm², taken to include tunnelling, gives 10 nA, or 0.03% of the peak current.
- The peak power is about 103 µW. With rough thermal conductivities of 1 W/(m K) for the film and 100 W/(m K) for the substrate, the steady temperature rise is of the order of 0.1 K.
- The field is 0.67 of a rough breakdown field of 4.5 MV/cm. That ratio says nothing about lifetime under repeated cycling.
- Going from 300 K to 358 K at fixed field multiplies t₀ by 0.58, if Eₐ ∝ 1/T and the prefactor is constant. The peak comes earlier and higher, but with a single t₀ and with Q and n unchanged the product iₘtₘ stays the same. With the 10% field spread used above, the ratio would instead rise from about 0.49 to about 0.51.

Finally, n = 2 does not identify the mechanism. Fixed nuclei growing as discs and steady nucleation with growth along a line give the same c(t), so the current transient alone cannot separate them. You would need independent evidence, such as images of the domains at successive times. The numerical output below lists most of the values used here.

Computed results

```
Given ratio i_peak*t_peak/Q: 0.607
Exponent from numerical transient: 2.0010
Exponent from formula: 2.0010
Exponent range from rounding: 1.9999 to 2.0021
Ratio for n = 2: 0.6065
Fraction switched at peak, n = 2: 0.3935
Exponent error for 5 % ratio error: 0.067
Max deviation, fixed nuclei in plane: 0.0012
Max deviation, steady nucleation on line: 0.0027
Film thickness: 10 nm
Electrode side: 10 um
Applied voltage: 3.0 V
Applied field: 3.0 MV/cm
Switched polarization 2Pr: 40 uC/cm2
Relative permittivity: 30
Characteristic time t0: 1.00 us
Activation field: 10 MV/cm
Total switched charge: 40.0 pC
Peak time: 0.707 us
Peak current: 34.3 uA
Charge switched before peak: 15.74 pC
Charge switched after peak: 24.26 pC
Field spread: ratio, n from ratio, n from rest charge, c at peak
  0 %: 0.6065, 2.000, 2.000, 0.393
  5 %: 0.5683, 1.917, 1.903, 0.370
  10 %: 0.4859, 1.745, 1.714, 0.320
  15 %: 0.4046, 1.585, 1.553, 0.269
Series resistance: 1.0 kohm
Linear capacitance: 2.66 pF
RC time: 2.66 ns
Voltage drop at peak with circuit: 33.1 mV
Peak time with circuit: 0.730 us
Ratio with circuit: 0.6031
Apparent n with circuit: 1.992
Linear dielectric charge: 7.97 pC
Apparent n if linear charge is left in Q: 1.785
Apparent n if Pr replaces 2Pr: 3.472
Rough leakage density: 0.01 A/cm2
Leakage over peak current: 0.029 %
Rough heating at peak power: 0.11 K
Rough breakdown field: 4.5 MV/cm
Applied over breakdown field: 0.67
t0 at 358 K over t0 at 300 K: 0.583
```
